# Purging a perfectly mixed reactor in atomic layer deposition

## Problem

In atomic layer deposition, two precursors are admitted in turn. Each reacts with the surface until the available sites are used up, and this saturation fixes the growth per cycle. Between the two doses, the first precursor must be removed from the gas, here by a purge with inert gas. Otherwise both can be present together and deposit material that saturation does not limit.

A cubic chamber of side 10 cm is used to grow aluminium oxide from trimethylaluminium and water. It is held at 473 K and a total pressure of 0.30 Torr. The nitrogen purge is set to 20 sccm, where 1 sccm is the amount of gas that fills 1 cm³ at 273.15 K and 760 Torr, delivered each minute. At the end of the trimethylaluminium dose, the partial pressure of that precursor is 0.030 Torr.

Assume that:

- the gases are ideal, and temperature and total pressure stay constant;
- mixing is perfect, so the gas leaving has the same composition as the gas inside;
- from $t=0$ the entering gas is pure nitrogen, and the precursor neither reacts nor exchanges with the walls.

**(a)** The residence time is $\tau=V/Q$, where $V$ is the chamber volume and $Q$ the volume flow at reactor pressure and temperature. Find $\tau$.

**(b)** Show that reducing the precursor by a factor of ten thousand takes about $9.2\,\tau$, whatever fraction of the gas it forms initially.

**(c)** Find the purge time and the final precursor pressure.

**(d)** One saturated layer corresponds to $4\times10^{14}$ precursor molecules per cm² of wall. Express the precursor in the gas, before and after the purge, in such layers. What does the result say about unwanted growth?

## Hints

**Hint for (a).** The flow controller fixes an amount of gas per minute. Use the ideal gas law to find the volume which that amount occupies inside the reactor.

**Hint for (b).** At constant pressure and temperature, the total amount of gas in the chamber cannot change. What does this say about the molar flows in and out? Which fraction of the outflow is precursor?

**Second hint for (b).** The loss rate is proportional to what is left. Separate the variables, and solve for the time only after the law of decay is known.

**Hint for (d).** Find the number of precursor molecules in the gas from its partial pressure. Then count the sites on all six walls.

## Full solution

### (a) Residence time

The same molar flow occupies different volumes under standard and reactor conditions. Since the volume of a given amount of ideal gas is proportional to $T/p$,

$$Q=Q_{\rm std}\,\frac{p_{\rm std}}{p}\,\frac{T}{T_{\rm std}} .$$

Dividing the set flow by 60 converts minutes to seconds:

$$Q=\frac{20}{60}\times\frac{760}{0.30}\times\frac{473}{273.15}\ \text{cm}^3/\text{s}=1462\ \text{cm}^3/\text{s}.$$

The chamber volume is $10^3=1000$ cm³, so

$$\tau=\frac VQ=\frac{1000}{1462}\ \text{s}=0.684\ \text{s}.$$

Most of the conversion comes from the pressure ratio: at 0.30 Torr, a small amount of gas fills a large volume. At fixed set flow and temperature, $Q\propto1/p$ and hence $\tau\propto p$. Within this model, lowering the pressure therefore shortens the purge.

### (b) Law of decay

Let $N(t)$ be the amount of precursor in the chamber and $N_{\rm tot}$ the total amount of gas. The ideal gas law gives $N_{\rm tot}=pV/(RT)$, which is constant. The molar outflow must therefore equal the molar inflow $F$. This inflow is the volume flow $Q$ at reactor conditions, so $F=pQ/(RT)$.

Perfect mixing makes the precursor fraction of the outflow equal to $N/N_{\rm tot}$. No precursor enters, and none is created or lost inside, so

$$\frac{dN}{dt}=-F\,\frac{N}{N_{\rm tot}} .$$

The minus sign marks a loss. The coefficient simplifies because pressure and temperature cancel:

$$\frac{F}{N_{\rm tot}}=\frac{pQ/(RT)}{pV/(RT)}=\frac QV=\frac1\tau .$$

Hence

$$\frac{dN}{dt}=-\frac N\tau .$$

The precursor was never assumed to be dilute. Separate the variables and integrate from $0$ to $t$:

$$\int_{N(0)}^{N(t)}\frac{dN'}{N'}=-\frac1\tau\int_0^t dt'
\quad\Longrightarrow\quad
\ln\frac{N(t)}{N(0)}=-\frac t\tau .$$

Since the partial pressure is proportional to $N$ at fixed $V$ and $T$,

$$\boxed{p_{\rm prec}(t)=p_{\rm prec}(0)\,e^{-t/\tau}} .$$

For a reduction by a factor $R$, set $N(t)=N(0)/R$. The logarithm on the left is then $-\ln R$, and

$$t_R=\tau\ln R .$$

For $R=10^4$,

$$\boxed{t_R=4\ln(10)\,\tau=4\times2.3026\,\tau=9.21\,\tau} .$$

Each factor of ten costs the same time, $2.303\,\tau$, because the law contains no memory of how much precursor was present earlier.

**Why one residence time is not enough.** After a time $\tau$, one chamber volume of gas has entered, yet a fraction $e^{-1}\approx0.37$ of the precursor remains. Part of the outflow was fresh nitrogen that had already mixed in.

To see this in steps, remove a fraction $1/m$ of the gas, replace it with nitrogen, mix, and repeat. After $k$ replacements the fraction left is $(1-1/m)^k$. Setting this equal to $1/R$ and taking logarithms gives

$$\frac km=\frac{\ln R}{-m\ln(1-1/m)} .$$

Here $k/m$ is the number of chamber volumes used. For large $m$, the expansion $-\ln(1-1/m)=1/m+1/(2m^2)+\dots$ gives

$$\frac km\approx\frac{\ln R}{1+1/(2m)}\approx\ln R\left(1-\frac1{2m}\right).$$

Counting whole replacements until at most $10^{-4}$ is left gives 8.80 volumes for $m=10$, 9.17 for $m=100$ and 9.206 for $m=1000$. These values approach 9.21. Coarse steps need less gas because each parcel is removed before its replacement can dilute it. In the extreme case $m=1$, all the old gas leaves at once and one volume suffices.

**Why $\tau$ is called a residence time.** Between $t$ and $t+dt$, an amount $-(dN/dt)\,dt$ leaves after staying for a time $t$ since the purge began. The mean stay is therefore

$$\langle t\rangle=\frac1{N(0)}\int_0^\infty t\left(-\frac{dN}{dt}\right)dt
=\left[-\frac{tN}{N(0)}\right]_0^\infty+\int_0^\infty\frac{N}{N(0)}\,dt .$$

The bracket vanishes at both limits, and the last integral is $\int_0^\infty e^{-t/\tau}dt=\tau$. The long purge comes from the few molecules that stay much longer than the mean.

### (c) Purge time

With the unrounded value of $\tau$,

$$t_R=9.2103\,\tau=6.30\ \text{s}.$$

The final precursor pressure is $0.030/10^4=3.0\times10^{-6}$ Torr. Each decade takes 1.57 s.

As a test, the molar balances of precursor and nitrogen were integrated numerically from the molar feed. The initial precursor fraction is $0.030/0.30=0.1$, and the precursor fell by $10^4$ after 6.299 s. Starting from a fraction of 0.9 gave the same time, as the derivation requires. Doubling the purge flow at fixed pressure and temperature gave 3.149 s, half as long.

### (d) What the remaining gas can deposit

The initial number of precursor molecules is $p_{\rm prec}(0)V/(kT)$. With 1 Torr = 133.3 Pa and $V=10^{-3}$ m³,

$$\frac{0.030\times133.3\times10^{-3}}{1.381\times10^{-23}\times473}=6.12\times10^{17}.$$

The six walls have an area of $6\times10^2=600$ cm², so one saturated layer contains $4\times10^{14}\times600=2.4\times10^{17}$ molecules. The gas therefore holds

$$\frac{6.12\times10^{17}}{2.4\times10^{17}}=2.55\ \text{layers}$$

before the purge, and $2.55\times10^{-4}$ layers after it.

Without a purge, the gas could supply more precursor than the surface takes up in a saturated half-cycle. After the purge, even if every leftover gas molecule reacted with the incoming water and ended on the walls, the excess averaged over the wall area would be at most $2.55\times10^{-4}$ of a layer. This is an upper bound within the model. It does not limit the excess at one particular spot, since the deposit could be uneven.

The factor $10^4$ is thus a choice, not a law. If an average excess of up to 0.01 layer were acceptable, the required reduction would be $2.55/0.01=255$. The purge would take $\tau\ln255=5.54\,\tau$, or about 3.8 s.

### How the model compares with a real reactor

The pressure, flow and temperature are rough values for a small research reactor. Two of the assumptions can fail in a real chamber: walls can hold precursor and release it later, and mixing is not instantaneous. For the parameters chosen below, the first effect lengthens the purge by 30% and the second shortens it by 6%. These figures illustrate the effects under the stated assumptions; they are not measurements. The first neglects readsorption, which can lengthen the purge much further. Poorly flushed pockets, such as valve stubs, are not included in either figure.

Constant total pressure is less critical. If the pump removes a fixed volume flow $Q$ even while the pressure changes, the outflow still carries precursor at the rate $NQ/V$, and the same exponential follows.

## Variation 1: slow release from the walls

**Question.** At the start of the purge, the walls also hold $10^{13}$ weakly bound precursor molecules per cm². They desorb with a time constant $\tau_d=e^{E/kT}/\nu$, where $E=1.25$ eV and $\nu=10^{13}$ s⁻¹. How long does the gas now take to fall to $10^{-4}$ of its initial precursor content? Neglect readsorption. The value of $E$ is chosen so that $\tau_d$ is comparable with $\tau$; it is not a measured binding energy of trimethylaluminium.

**Solution.** Measure both populations relative to the initial number of precursor molecules in the gas: $g$ for the gas, with $g(0)=1$, and $s$ for the weakly bound molecules, with $s(0)=S$. First-order desorption gives $s=Se^{-t/\tau_d}$. What leaves the wall enters the gas:

$$\frac{dg}{dt}=-\frac g\tau+\frac S{\tau_d}e^{-t/\tau_d}.$$

Multiplying by $e^{t/\tau}$ combines the two terms in $g$ into one derivative:

$$\frac d{dt}\left(g\,e^{t/\tau}\right)=\frac S{\tau_d}\,e^{t(1/\tau-1/\tau_d)}.$$

Integrate from $0$ to $t$ for $\tau_d\neq\tau$. The prefactor becomes

$$\frac{S/\tau_d}{1/\tau-1/\tau_d}=\frac{S\tau}{\tau_d-\tau}\equiv A,$$

and multiplying the result by $e^{-t/\tau}$ gives

$$g(t)=e^{-t/\tau}+A\left(e^{-t/\tau_d}-e^{-t/\tau}\right).$$

At 473 K, $kT=0.04076$ eV and $\tau_d=2.08$ s. The wall population is $S=10^{13}\times600/(6.12\times10^{17})=0.0098$, so

$$A=\frac{0.0098\times0.684}{2.08-0.684}=0.0048.$$

At the ideal purge time of 6.30 s, the gas still contains $3.32\times10^{-4}$ of its initial precursor, more than three times the target. At late times the slow term dominates, which suggests the estimate

$$t\approx\tau_d\ln\frac A{10^{-4}}=2.08\,\ln48\ \text{s}\approx8.1\ \text{s}.$$

Solving the full expression gives 8.19 s, or 1.30 times the ideal value. Numerical integration of the two rate equations confirmed this crossing time.

A wall population of only 1% of the gas inventory matters because the target is a hundred times smaller still. Once the slow term dominates, a further decade costs $2.303\,\tau_d=4.8$ s instead of 1.57 s. A faster purge flow lowers $A$ but cannot change $\tau_d$.

Neglecting readsorption is a strong assumption. Trimethylaluminium molecules have a mean speed $\bar v\approx370$ m/s at 473 K, so each strikes the walls at a rate $\bar v A_{\rm wall}/(4V)\approx5.6\times10^3$ s⁻¹, where $A_{\rm wall}$ is the wall area. That is almost 4000 collisions per residence time. If a fraction of only $10^{-5}$ of these collisions led to weak binding, with free sites always available, the purge would take about 12 s instead of 8.19 s. Sticking cannot be arbitrarily rare, because it is what loaded the walls. To hold the population $S$ against desorption under gas at 0.030 Torr, the sticking fraction must be at least $S/(\tau_d\times5.6\times10^3\ \text{s}^{-1})\approx8\times10^{-7}$. This fraction already gives about 8.9 to 9.0 s, or 1.4 times the ideal value. Loading the walls within a dose of 1 s needs about $2\times10^{-6}$ and gives about 9.8 s. For walls loaded at this pressure, 8.19 s is therefore a lower bound.

Very slow desorption has a different consequence. For $\tau_d\gg\tau$, $A\approx S\tau/\tau_d$ becomes small. With $S$ and $\tau$ fixed, $A$ falls to $10^{-4}$ at $\tau_d=\tau(1+10^4S)\approx68$ s. For much longer $\tau_d$, the gas reaches its target after nearly $9.21\,\tau$, but most of the weakly bound molecules are still on the walls and may meet the next precursor. A clean gas does not then prove a clean surface.

## Variation 2: mixing by diffusion at a finite rate

**Question.** Nitrogen now flows uniformly along the chamber, of length $L=10$ cm, and mixing occurs by diffusion alone. Take $D=400$ cm²/s as a rough diffusivity at the working pressure. By how much does the purge time change if the precursor is initially uniform?

**Solution.** The flow speed is $u=L/\tau$. The precursor flux is $J=uc-D\,\partial c/\partial x$, where the minus sign makes diffusion run towards lower concentration. No precursor crosses the inlet, so $J(0)=0$. At the outlet take $\partial c/\partial x=0$, so that the flow alone carries precursor away and $J(L)=uc(L)$. For the mean concentration $\bar c$, conservation gives

$$L\frac{d\bar c}{dt}=-u\,c(L)
\quad\Longrightarrow\quad
\frac{d\bar c}{dt}=-\frac1\tau\,\frac{c(L)}{\bar c}\,\bar c .$$

The decay rate is thus $1/\tau$ times the ratio of outlet to mean concentration. The strength of mixing is measured by

$$\mathrm{Pe}=\frac{uL}D=\frac{L^2}{D\tau}=\frac{100}{400\times0.684}=0.366 .$$

For small Pe, the concentration is nearly a uniform value $c_0$. Once the initial transient has passed, every part of the profile decays at the same rate, which is $1/\tau=u/L$ to leading order. Conservation, $\partial J/\partial x=-\partial c/\partial t$, then gives $\partial J/\partial x\approx uc_0/L$, and so $J\approx uc_0x/L$. Inserting this into the definition of $J$,

$$D\frac{\partial c}{\partial x}=uc-J\approx uc_0\left(1-\frac xL\right).$$

With $\xi=x/L$, integration yields

$$c(\xi)-c(0)\approx c_0\,\mathrm{Pe}\left(\xi-\frac{\xi^2}2\right).$$

At the outlet the right-hand side is $c_0\mathrm{Pe}/2$. Its average over the chamber is $c_0\mathrm{Pe}(1/2-1/6)=c_0\mathrm{Pe}/3$. The outlet therefore exceeds the mean by $c_0\mathrm{Pe}/6$, and to first order in Pe

$$\text{decay rate}\approx\frac1\tau\left(1+\frac{\mathrm{Pe}}6\right).$$

Here the bracket is 1.061. The slowest eigenvalue of the discretized flow and diffusion equation gives 1.062. The estimated purge time is $6.30/1.061=5.94$ s; the numerical solution, which includes the initial transient, gives 5.93 s for the mean concentration to fall by $10^4$, or 6% less than perfect mixing. The outlet concentration, which lies above the mean, takes 5.97 s.

Incomplete mixing helps here because the flow pushes the old gas towards the exit. In the opposite limit, $D\to0$, a sharp front of nitrogen crosses the chamber and the purge ends after one $\tau$. Both results rely on uniform flow through the whole volume. A pocket that the flow bypasses acts instead as a slow source. If return flow into it is neglected and its content empties exponentially, it obeys the equations of Variation 1, with $S$ its initial precursor content relative to that of the well-flushed gas and $\tau_d$ its emptying time. Such a pocket can lengthen the purge. The remaining numerical values are listed in the output below.

## Values computed for the example and the checks

```
Chamber side: 10 cm
Chamber volume: 1000 cm3
Chamber wall area: 600 cm2
Total pressure: 0.30 Torr
Temperature: 473 K
Set purge flow: 20 sccm
Standard temperature: 273.15 K
Flow at reactor conditions: 1462 cm3/s
Residence time tau: 0.684 s
ln(10), time per decade over tau: 2.3026
Time per decade: 1.57 s
Reduction factor: 10000
ln(reduction), purge time over tau: 9.2103
Purge time from formula: 6.299 s
Purge time from molar balance: 6.299 s
Same, initial precursor fraction 0.9: 6.299 s
Same, doubled purge flow: 3.149 s
Mean stay accumulated in balance: 0.684 s
Volumes needed, parcels of V/10: 8.800
Volumes needed, parcels of V/100: 9.170
Volumes needed, parcels of V/1000: 9.206
Precursor pressure before purge: 3.00e-02 Torr
Precursor pressure after purge: 3.00e-06 Torr
Precursor molecules before purge: 6.12e+17
Precursor molecules after purge: 6.12e+13
Saturated layer density: 4.0e+14 per cm2
Gas inventory before purge: 2.55 layers
Gas inventory after purge: 2.55e-04 layers
Weakly held molecules: 1.0e+13 per cm2
Desorption energy: 1.25 eV
Attempt rate: 1.0e+13 per s
Thermal energy kT: 0.04076 eV
Wall release time: 2.08 s
Wall population over initial gas: 0.0098
Gas left at ideal purge time, with walls: 3.32e-04 of initial
Purge time with wall release: 8.19 s
Ratio to ideal purge time: 1.301
Diffusivity: 400 cm2/s
Pe = L^2/(D tau): 0.366
Decay rate times tau, 1 + Pe/6: 1.0609
Decay rate times tau, eigenvalue: 1.0617
Purge time with finite diffusion: 5.93 s
Ratio to ideal purge time: 0.942
```
